# Sampling the microcanonical Kepler ensemble, and its distance from the 1s radial density

## Two orbits at the 1s energy

Take $H=p^2/2-1/r$ in Hartree atomic units, with a fixed nucleus and no relativity, at $E=-\tfrac12$. The circular orbit has $r=1$, $p=1$, period $2\pi$ and $\langle r\rangle=1$. The radial orbit has $\dot r^2=2/r-1$. Putting $r=1-\cos u$ gives $r(2-r)=1-(1-r)^2=\sin^2u$, so
$$dt=\frac{r\,dr}{\sqrt{r(2-r)}}=(1-\cos u)\,du,\qquad t=u-\sin u .$$
Its period is again $2\pi$, it turns at $r=2$, and its time average is $\frac1{2\pi}\int_0^{2\pi}(1-\cos u)^2du=\tfrac32$. Every other orbit at this energy has an eccentricity between those of these two, 0 and 1. The sampler built here draws from the measure $\delta(H-E)\,d^3r\,d^3p$ in orbital elements: it weights the orbit shapes, places the particle along the orbit, and orients the orbit. This is not the only route. The measure depends only on the lengths of $\mathbf r$ and $\mathbf p$, so one may instead draw $r$ from its radial density $P_c$, derived below, set $p=\sqrt{2/r-1}$, and give $\mathbf r$ and $\mathbf p$ independent isotropic directions. The orbital route also supplies the shape, phase and orientation of each orbit.

## Derivation

Write $E=-1/(2a)$, with $a=n^2$ for shell $n$.

**Factorising the measure.** Split $\mathbf p$ into a radial part $p_r$ and a transverse part of length $p_t$ and azimuth $\beta$ about $\hat{\mathbf r}$. Then $d^3r\,d^3p=r^2dr\,d^2\hat r\;dp_r\,p_t\,dp_t\,d\beta$. With $L=rp_t$, $r^2p_t\,dp_t=L\,dL$ at fixed $r$. The angles span $4\pi\cdot2\pi$, so
$$d^3r\,d^3p=8\pi^2\,dr\,dp_r\,L\,dL\,d\mu,$$
where $\mu$ is the normalised law of the frame $(\hat{\mathbf r},\hat{\mathbf t},\hat{\mathbf L})$: first axis uniform on the sphere, second axis uniform about it.

At fixed $L$, $H=p_r^2/2+L^2/2r^2-1/r$. At fixed $r$, $dH=p_r\,dp_r$, and along the motion $dr=p_r\,dt$, so $dr\,dp_r=dH\,dt$, with $t$ running over one radial period to cover both signs of $p_r$. The delta function removes $dH$ and leaves $8\pi^2L\,dL\,dt\,d\mu$.

**Kepler's equation.** Completing the square,
$$r^2p_r^2=-\frac{r^2}{a}+2r-L^2=\frac{a^2\varepsilon^2-(r-a)^2}{a},\qquad L^2=a(1-\varepsilon^2).$$
With $r=a(1-\varepsilon\cos u)$ one has $dr=a\varepsilon\sin u\,du$ and $rp_r=\sqrt a\,\varepsilon\sin u$, so $dt=r\,dr/(rp_r)=a^{3/2}(1-\varepsilon\cos u)\,du$. Counting time from periapsis and setting $M=t/a^{3/2}$,
$$u-\varepsilon\sin u=M .$$
The period $2\pi a^{3/2}$ does not depend on $L$, and $L\,dL=\tfrac12d(L^2)$ has magnitude $\tfrac a2\,d\varepsilon^2$. Hence $\varepsilon^2$ is uniform on $[0,1]$, $M$ is uniform on $[0,2\pi)$, and they are independent. The total is $8\pi^2\cdot\tfrac a2\cdot2\pi a^{3/2}=8\pi^3n^5$, or 248.050 a.u. for $n=1$. In a potential whose radial period depends on $L$, such as a screened core, the weight is $T(L)\,L\,dL$, so $L^2$ is no longer uniform; the time along the orbit is still uniform over one radial period at fixed $L$.

**The point in the plane.** With $b=\sqrt{1-\varepsilon^2}$ take $x=a(\cos u-\varepsilon)$, $y=ab\sin u$. Multiplying $d/du$ by $du/dt$ gives
$$(p_x,p_y)=\frac{(-\sin u,\;b\cos u)}{\sqrt a\,(1-\varepsilon\cos u)} .$$
This is the orbit, because the radius and the angular momentum are both right: $x^2+y^2=a^2[\cos^2u-2\varepsilon\cos u+\varepsilon^2+(1-\varepsilon^2)\sin^2u]=a^2(1-\varepsilon\cos u)^2$, and $xp_y-yp_x=\sqrt a\,b\,[\cos^2u-\varepsilon\cos u+\sin^2u]/(1-\varepsilon\cos u)=\sqrt a\,b=L$.

**Orientation.** The law $\mu$ is unchanged by rotations of space, and only one such law exists. Draw frames $A$ and $B$ independently from two invariant laws. At fixed $A$, $A^{-1}B$ has the law of $B$; at fixed $B$, $A^{-1}B=(B^{-1}A)^{-1}$ has the law of $A^{-1}$. So the law of $B$ is that of $A^{-1}$, whichever invariant law $B$ came from. Therefore $\mu$ may equally be described as $\hat{\mathbf L}$ uniform on the sphere and the angle $\theta$ of $\hat{\mathbf r}$ from the ascending node uniform in the plane. The argument of periapsis is $\omega=\theta-\nu$, where the true anomaly $\nu$ depends on $(\varepsilon,M)$ only; a uniform angle stays uniform when shifted, so $\omega$ is uniform and independent of $(\varepsilon,M)$. For $R=R_z(\Omega)R_x(i)R_z(\omega)$ (active rotations), $\hat{\mathbf L}=R\hat{\mathbf z}=(\sin i\sin\Omega,-\sin i\cos\Omega,\cos i)$, which is uniform when $\Omega$ and $\cos i$ are. "Random Euler angles" must mean the weight $\sin i\,di\,d\Omega\,d\omega$, not uniform $i$. The first two columns of $R$ are
$$\mathbf P=(c_\Omega c_\omega-s_\Omega s_\omega c_i,\;s_\Omega c_\omega+c_\Omega s_\omega c_i,\;s_\omega s_i),$$
$$\mathbf Q=(-c_\Omega s_\omega-s_\Omega c_\omega c_i,\;-s_\Omega s_\omega+c_\Omega c_\omega c_i,\;c_\omega s_i),$$
with $c$ and $s$ for cosine and sine.

## The scheme

```
draw U1..U5 uniform on [0,1)
ecc = sqrt(U1); M = 2 pi U2; node = 2 pi U3; cosi = 2 U4 - 1; arg = 2 pi U5
m = M if M <= pi else 2 pi - M
u = min(m + ecc, pi)
while |u - ecc sin u - m| > tol:
    u = u - (u - ecc sin u - m) / (1 - ecc cos u)
if M > pi: u = 2 pi - u
r = x P + y Q;  p = px P + py Q
```

The fold is exact, since $u\to2\pi-u$ sends $M\to2\pi-M$.

**Convergence.** On $[0,\pi]$ and for $\varepsilon<1$, $f(u)=u-\varepsilon\sin u-m$ has $f'=1-\varepsilon\cos u>0$ and $f''=\varepsilon\sin u\ge0$. The start lies at or above the root $u_*$, because $f(m+\varepsilon)=\varepsilon[1-\sin(m+\varepsilon)]\ge0$ and $f(\pi)=\pi-m\ge0$. If $u_k\ge u_*$ then $f(u_k)\ge0$ and the step goes down. A convex function lies above its tangent, $0=f(u_*)\ge f(u_k)+f'(u_k)(u_*-u_k)$, which rearranges to $u_{k+1}\ge u_*$. The iterates decrease and are bounded, so the steps vanish, $f(u_k)\to0$, and the limit is $u_*$. Taylor's theorem gives $f(u_{k+1})=\tfrac12f''(\xi)(u_{k+1}-u_k)^2$ for some $\xi$ between the iterates, so the convergence is at least quadratic.

**Cost and stability.** If the residual computed in the loop test is reused in the update, a step costs one sine and one cosine, and the final test costs one more sine. When many samples are solved together, the converged ones can be dropped. The slow corner is $\varepsilon\to1$, $m\to0$: to leading order $f\approx u^3/6$ well above the root, and each step multiplies $u$ by $1-\tfrac13=\tfrac23$ until quadratic convergence sets in. With $\mathrm{tol}=10^{-14}$ the slowest of $10^6$ draws needed 10 steps; this is an observed count, not a bound. A residual $\delta f$ leaves $\delta u=\delta f/f'$ and $\delta r=a\varepsilon\sin u\,\delta u$. In the corner $f'\approx(1-\varepsilon)+u^2/2$, and $u/f'$ is largest at $u^2=2(1-\varepsilon)$, so $|\delta r|\lesssim a\,\mathrm{tol}/\sqrt{2(1-\varepsilon)}$ to leading order. Energy conservation cannot detect a bad root, since the formulas for $x,y,p_x,p_y$ give a point of the orbit for any $u$.

**Faulty samplers.** The time average over one orbit is $\frac a{2\pi}\int(1-\varepsilon\cos u)^2du=a(1+\varepsilon^2/2)$, so the correct ensemble has $\langle r\rangle=\tfrac54a$. For $a=1$, uniform $\varepsilon$ has $\langle\varepsilon^2\rangle=\tfrac13$ and gives $\tfrac76$ (sampled: $1.1671\pm0.0004$ bohr, one standard error). Uniform $u$ in place of $M$ drops one factor $1-\varepsilon\cos u$ and gives 1 ($1.0008\pm0.0005$). Since $z/r=\sin i\sin\theta$, $\langle z^2/r^2\rangle=\tfrac12\langle\sin^2i\rangle$, which is $\tfrac12\cdot\tfrac23=\tfrac13$ for uniform $\cos i$ ($0.3332\pm0.0003$) and $\tfrac14$ for uniform $i$ ($0.2498\pm0.0003$). No radial statistic sees this last fault.

## One draw by hand

Take $a=1$, $\varepsilon^2=0.64$, $M=1$, $\Omega=0.5$, $\omega=2$ (radians) and $\cos i=0.6$, so $\varepsilon=0.8$, $b=0.6$, $u_0=1.8$. There $f=0.02092$ and $f'=1.18176$, and the step $0.02092/1.18176=0.01770$ gives $u_1=1.782296$. From $f(u_0)$, $f''(u_0)=1.8-1-0.02092=0.779$, which predicts the next residual $\tfrac12(0.779)(0.01770)^2=1.22\times10^{-4}$; the computed one is $1.223\times10^{-4}$. Then $u_2=1.7821913326$ with residual $4.3\times10^{-9}$, and $u_3=1.7821913289$ with $f'=r=1.167859$ bohr. Hence $\cos u=(1-1.167859)/0.8=-0.209824$, $x=-1.009824$, $y=0.586643$ bohr, $p_x=-(0.586643/0.6)/1.167859=-0.837206$ and $p_y=0.6(-0.209824)/1.167859=-0.107799$ a.u. With $P_1=-0.626767$ and $Q_1=-0.678277$ the first position component is $0.632924-0.397906=0.235018$. The full vectors are $\mathbf r=(0.235018,-0.666310,-0.929888)$ bohr and $\mathbf p=(0.597851,-0.163199,-0.573127)$ a.u., and $H=0.844118^2/2-1/1.167859=-0.5000$ hartree.

## The radial density and the 1s state

Set $a=1$ bohr $=52.92$ pm. (Lengths in pm are for a fixed nucleus; the reduced mass of real hydrogen lengthens them by 0.054 %, so that 52.92 pm becomes 52.95 pm.) Integrating the delta function over $\mathbf p$ gives $4\pi p^2/|\partial H/\partial p|=4\pi p$ with $p=\sqrt{2/r-1}$. Multiplying by $4\pi r^2$ and dividing by $8\pi^3$,
$$P_c(r)=\frac2\pi\,r\sqrt{r(2-r)}\quad(0\le r\le2),\qquad P_c=0\quad(r>2).$$
The sampler reproduces this. One orbit passes each radius twice, so its density is $\frac1\pi\,dM/dr=r/(\pi\varepsilon\sin u)=r/\big(\pi\sqrt{\varepsilon^2-(1-r)^2}\big)$. Radius $r$ is reached when $\varepsilon^2\ge(1-r)^2$, and $\int_{c}^1dw/\sqrt{w-c}=2\sqrt{1-c}$ with $c=(1-r)^2$ returns $P_c$. With $r=1-\cos\chi$, $P_c\,dr=\frac2\pi(1-\cos\chi)\sin^2\chi\,d\chi$, so
$$F_c=\frac1\pi\Big(\chi-\tfrac12\sin2\chi-\tfrac23\sin^3\chi\Big),$$
which is 1 at $\chi=\pi$.

For 1s, $g=2re^{-r}$ has $g''=2(r-2)e^{-r}$, so $-\tfrac12g''-g/r=-re^{-r}=-\tfrac12g$. Then $P_q=g^2=4r^2e^{-2r}$ and $F_q=1-e^{-2r}(1+2r+2r^2)$, whose derivative is $P_q$.

**Crossings.** On $(0,2)$,
$$\rho=\frac{P_q}{P_c}=\frac{2\pi\sqrt r\,e^{-2r}}{\sqrt{2-r}},\qquad 2\,\frac{d\ln\rho}{dr}=\frac1r-4+\frac1{2-r}=\frac{2}{r(2-r)}-4 .$$
The derivative vanishes only where $r(2-r)=\tfrac12$, at $r=1\mp1/\sqrt2$. So $\rho$ rises from 0 to 1.4488 at 0.2929 bohr, falls to 0.4991 at 1.7071 bohr, and rises to infinity at $r=2$. Each monotone piece passes through 1 once: there are exactly three crossings, the roots of $4\pi^2re^{-4r}=2-r$.

| crossing | $r$ (bohr) | $r$ (pm) | $F_c$ | $F_q$ |
|---|---|---|---|---|
| $r_1$ | 0.0632 | 3.34 | 0.000357 | 0.000306 |
| $r_2$ | 0.8364 | 44.3 | 0.192568 | 0.235611 |
| $r_3$ | 1.9707 | 104.3 | 0.994044 | 0.753169 |

Below $r_1$ the classical density is larger, since $P_c\approx(2\sqrt2/\pi)r^{3/2}$ beats $P_q\approx4r^2$, but the weight there is negligible. Between $r_1$ and $r_2$ the 1s state is denser. Between $r_2$ and $r_3$ the ensemble is denser, by up to a factor of about 2. The modes follow from $3/(2r)=1/[2(2-r)]$ and $2/r=2$: $r=\tfrac32$ with $P_c=0.8270$, and $r=1$ with $P_q=0.5413$ bohr$^{-1}$. Beyond $r=2$ bohr $=105.8$ pm the 1s state holds $1-F_q(2)=13e^{-4}=0.2381$. No classical distribution confined to $E=-\tfrac12$ can supply this weight, because $p^2=2/r-1\ge0$.

The total variation distance $\tfrac12\int|P_c-P_q|\,dr$ equals the excess of $P_c$ on $(0,r_1)\cup(r_2,r_3)$, since both densities are normalised. With $D=F_c-F_q$ it is
$$D(r_1)-D(r_2)+D(r_3)=0.000051+0.043043+0.240875=0.283969 .$$

**Moments.** Substituting $r=2s$ gives $\langle r^k\rangle_c=\frac2\pi2^{k+3}B(k+\tfrac52,\tfrac32)$ for $k>-\tfrac52$, and $\langle r^k\rangle_q=4\,\Gamma(k+3)/2^{k+3}$ for $k>-3$. In powers of the bohr, classical against 1s: $\langle r^{-2}\rangle$ is 2 and 2, $\langle r^{-1}\rangle$ is 1 and 1, $\langle r\rangle$ is 1.25 and 1.5 (66.1 and 79.4 pm), $\langle r^2\rangle$ is 1.75 and 3. A sample estimate of $\langle r^{-2}\rangle$ has infinite variance, because $k=-4$ diverges.

The two agreements come from momentum space. Integrating the delta function over $\mathbf r$ gives $4\pi r^2/|\partial H/\partial r|=4\pi r^4$ at $r=2/(1+p^2)$, so the density of $p$ is
$$\frac{4\pi p^2\cdot4\pi\cdot16}{8\pi^3(1+p^2)^4}=\frac{32}{\pi}\frac{p^2}{(1+p^2)^4}.$$
For $\psi=e^{-r}/\sqrt\pi$, the angular integral of $e^{-i\mathbf p\cdot\mathbf r}$ is $4\pi\sin(pr)/(pr)$, and $\int_0^\infty re^{-r}\sin pr\,dr=\operatorname{Im}(1-ip)^{-2}=2p/(1+p^2)^2$. Thus $\tilde\psi=(2\pi)^{-3/2}\,8\sqrt\pi/(1+p^2)^2$, and $4\pi p^2\tilde\psi^2=4\pi p^2\cdot64\pi/[8\pi^3(1+p^2)^4]$ is the same function. Classically $1/r=\tfrac12(1+p^2)$ at every point of the shell. In 1s the Schrödinger equation reads $\psi/r=\tfrac12(1+\hat p^2)\psi$; its product with $\psi$ gives $\langle r^{-1}\rangle$ and its squared norm gives $\langle r^{-2}\rangle$ as momentum averages, so both match. It does not express $r\psi$ as $2(1+\hat p^2)^{-1}\psi$, and quadrature of $2/(1+p^2)$ over the momentum density gives 1.25, the classical value, not 1.5. The angular momentum also differs: $\langle L^2\rangle_c=1-\langle\varepsilon^2\rangle=\tfrac12$ (sampled $0.5001\pm0.0003$), while 1s has zero.

## Acceptance tests

For $N=10^6$ draws the Kolmogorov–Smirnov statistic $\sqrt N\,\sup|F_{\rm sample}-F|$ is asserted to be below 1.95. It is 1.443 for $r$, 0.928 for $z/r$, 1.306 for $p_x/p$, and 0.551 for the cosine of the angle between $\mathbf r$ and $\mathbf p$; the last three are uniform on $[-1,1]$ because the measure treats the directions of $\mathbf r$ and $\mathbf p$ as isotropic and independent. The value for $p$ is also 1.443, because $p$ is a monotone function of $r$ on the shell; it checks the length of $\mathbf p$, not its direction, and carries no new statistics. Against $F_q$ the statistic is 240.9, which is $\sqrt N\,D(r_3)$. The histogram bin of width 0.02 at $r=1.5$ reads 0.8415 against 0.8270. Its standard error is $\sqrt{0.8270\times0.02/10^6}/0.02=0.0064$ bohr$^{-1}$, so it lies 2.3 standard errors high, within the asserted 4.5. The numerical check also tests $F_c$ against energy derivatives of phase-space volumes, the law of $(\varepsilon^2,M)$ by quadrature, and the orbit against integrated equations of motion.

## Rydberg shells

The ensemble is uniform over the energy shell, so its quantum counterpart is the equal mixture of the $n^2$ states at $E=-1/(2n^2)$, with weight $(2l+1)/n^2$ for $l=0,\dots,n-1$. Let $g''=Kg$ with $K=\lambda/r^2-2/r+1/n^2$, $\lambda=l(l+1)$, and $w=g^2$. Then $w''=2g'^2+2Kg^2$ and $w'''=4Kw'+2K'w$. Multiply by $h(r)$ and integrate by parts; for $h=r$ and $h=r^2$ the boundary terms vanish since $w\sim r^{2l+2}$, leaving $\langle h'''-4h'K-2hK'\rangle=0$, with $K'=-2\lambda/r^3+2/r^2$. For $h=r$ the $\lambda$ terms cancel and $\langle4/r-4/n^2\rangle=0$. For $h=r^2$, $\langle-4\lambda/r+12-8r/n^2\rangle=0$, so $\langle r\rangle_{nl}=(3n^2-\lambda)/2$; at $l=0$ this equals the radial orbit's $\tfrac32a$. Since $(2l+1)\lambda=S(l+1)-S(l)$ with $S(l)=\tfrac12l^2(l^2-1)$, the sum telescopes to $S(n)$ and the mean of $\lambda$ is $(n^2-1)/2$. Therefore
$$\langle r\rangle/n^2=\tfrac54+\frac1{4n^2},$$
an excess of $1/(5n^2)$ relative to the classical value. The weight beyond the classical edge $2n^2$, by quadrature, is 0.23810, 0.12110, 0.04885, 0.02447 and 0.01225 for $n=1,2,5,10,20$. The decrease is tested; over these five shells $n$ times the weight rises from 0.238 to 0.245, which suggests a $1/n$ law, left here as a conjecture. A single state $(n,l)$ of the shell is not described by this ensemble: it has the single value $\lambda$ of $L^2$, whereas the ensemble spreads $L^2=n^2(1-\varepsilon^2)$ uniformly over $[0,n^2]$. The mean radius alone need not reveal the difference: for 2p it is 5 bohr, equal to the classical $\tfrac54n^2$.

## Calculated quantities

```
E = -0.5 hartree = -13.6057 eV; a = 1 bohr = 52.9177 pm
shell volume dV/dE (n=1) = 248.050213 a.u.; 8 pi^3 = 248.050213
draw: ecc^2=0.64 ecc=0.80 M=1.0 node=0.5 arg=2.0 rad, cos i=0.6
Newton 0: u = 1.8000000000 rad, f = 2.092e-02, f' = 1.18176168
Newton 1: u = 1.7822960113 rad, f = 1.223e-04, f' = 1.16794112
Newton 2: u = 1.7821913326 rad, f = 4.285e-09, f' = 1.16785924
Newton 3: u = 1.7821913289 rad, f = 0.000e+00, f' = 1.16785924
in-plane x,y = -1.009824 0.586643 bohr; px,py = -0.837206 -0.107799 a.u.
axis P = [-0.626767  0.279279  0.727438]  axis Q = [-0.678277 -0.655062 -0.332917]
position (bohr) = [ 0.235018 -0.66631  -0.929888]  r = 1.167859
momentum (a.u.) = [ 0.597851 -0.163199 -0.573127]  p = 0.844118
H = -0.5000000000 hartree, L = 0.600000 hbar
N = 1000000 draws, largest Newton step count = 10
KS sqrt(N) D, r vs Fc: 1.443
KS sqrt(N) D, p vs Fp: 1.443
KS sqrt(N) D, z/r: 0.928
KS sqrt(N) D, px/p: 1.306
KS sqrt(N) D, cos gamma: 0.551
KS sqrt(N) D, r vs 1s Fq: 240.9
sample <L^2> = 0.5001 +- 0.0003 hbar^2
sample <z^2/r^2> = 0.3332 +- 0.0003
faulty, uniform ecc: <r> = 1.1671 +- 0.0004 bohr
faulty, uniform u: <r> = 1.0008 +- 0.0005 bohr
faulty, uniform i: <z^2/r^2> = 0.2498 +- 0.0003
r (bohr) | sample, bin 0.02 | Pc | Pq (1/bohr)
0.03 | 0.0050 | 0.0046 | 0.0034
0.30 | 0.1346 | 0.1364 | 0.1976
0.60 | 0.3471 | 0.3501 | 0.4337
1.00 | 0.6405 | 0.6366 | 0.5413
1.50 | 0.8415 | 0.8270 | 0.4481
1.90 | 0.5305 | 0.5272 | 0.3230
2.50 | 0.0000 | 0.0000 | 0.1684
r1 = 0.063162 bohr = 3.342 pm; Fc = 0.000357, Fq = 0.000306
r2 = 0.836393 bohr = 44.260 pm; Fc = 0.192568, Fq = 0.235611
r3 = 1.970651 bohr = 104.282 pm; Fc = 0.994044, Fq = 0.753169
Pq/Pc: max 1.4488 at 0.2929 bohr, min 0.4991 at 1.7071 bohr
modes: Pc at 1.5000 bohr (0.8270), Pq at 1.0000 bohr (0.5413 1/bohr)
edge 2 bohr = 105.835 pm; largest sampled r = 1.99999 bohr
1s weight beyond 2 bohr = 0.238103; total variation distance = 0.283969
<r^-2> (bohr^-2): classical 2.00000, 1s 2.00000, via p 2.00000
<r^-1> (bohr^-1): classical 1.00000, 1s 1.00000, via p 1.00000, sample 0.9994 +- 0.0010
<r^1> (bohr^1): classical 1.25000, 1s 1.50000, via p 1.25000, sample 1.2507 +- 0.0004
<r>: classical 66.147 pm, 1s 79.377 pm
<r^2> (bohr^2): classical 1.75000, 1s 3.00000, via p 1.75000, sample 1.7515 +- 0.0010
shell n=1: <r>/n^2 = 1.500000 bohr, weight beyond 2n^2 = 0.23810
shell n=2: <r>/n^2 = 1.312500 bohr, weight beyond 2n^2 = 0.12110
shell n=5: <r>/n^2 = 1.260000 bohr, weight beyond 2n^2 = 0.04885
shell n=10: <r>/n^2 = 1.252500 bohr, weight beyond 2n^2 = 0.02447
shell n=20: <r>/n^2 = 1.250625 bohr, weight beyond 2n^2 = 0.01225
```
